# Statistical Uncertainty of Potential Alignment in an Amorphous Defect Cell: verification in Python

```python
# Result under test: the offset C between a defect cell and its host, found as
# the mean of N paired core-potential differences d_i = C + e_i, has standard
# uncertainty sigma/sqrt(N) if the e_i are uncorrelated, and
# sigma*sqrt(f/N), f = sum_ij rho_ij / N, if they have correlations rho_ij.
# sigma: standard deviation of e_i (V); s: its sample estimate (divisor N-1);
# q: defect charge number; w: smoothing width of local disturbances (angstrom);
# b: leftover potential from a wrong dielectric constant (V), not cut by N.
# Lengths are in angstrom, potentials in V, energies in eV.
import itertools
import numpy as np
from scipy import constants
from scipy.special import erf, erfc

rng = np.random.default_rng(7)
L, per_edge, jitter, R = 15.0, 6, 0.3, 6.0
q, sigma, host_spread, w = 2, 0.10, 0.50, 1.0
C_true, eps_true, eps_used = 0.25, 10.0, 11.0
target = 0.02
draws = 6000
volume = L**3
coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10  # V angstrom

# Amorphous-like sites; the defect sits at the origin
axis = (np.arange(per_edge) + 0.5) * L / per_edge - L / 2
sites = np.array(list(itertools.product(axis, repeat=3)))
sites = sites + rng.uniform(-jitter, jitter, sites.shape)
far = sites[np.linalg.norm(sites, axis=1) > R]
N = len(far)

# Independent, strongly skewed disturbances: no Gaussian assumption
independent = C_true + sigma * (rng.exponential(1.0, (draws, N)) - 1.0)
means_ind = independent.mean(axis=1)
naive_ind = independent.std(axis=1, ddof=1) / np.sqrt(N)
u_ind = sigma / np.sqrt(N)
cover_ind = np.mean(np.abs(means_ind - C_true) < naive_ind)
assert abs(means_ind.std() / u_ind - 1) < 0.04
assert abs(cover_ind - erf(1 / np.sqrt(2))) < 0.025

# Unpaired comparison: two unrelated amorphous hosts
host_a = rng.normal(0, host_spread, (draws, N))
host_b = rng.normal(0, host_spread, (draws, N))
unpaired = (host_a + independent - host_b).mean(axis=1)
u_unpaired = np.sqrt((2 * host_spread**2 + sigma**2) / N)
assert abs(unpaired.std() / u_unpaired - 1) < 0.04


def periodic_gaussian(delta, exponent):
    """Product over axes of image-summed exp(-exponent*x^2)."""
    images = np.arange(-2, 3) * L
    terms = np.exp(-exponent * (delta[..., None] + images)**2)
    return terms.sum(axis=-1).prod(axis=-1)


# Correlated disturbances: white noise on a grid, smoothed at each site
grid_axis = np.arange(15) * L / 15 - L / 2
grid = np.array(list(itertools.product(grid_axis, repeat=3)))
kernel = periodic_gaussian(far[:, None] - grid[None], 1 / (2 * w**2))
kernel *= sigma / np.linalg.norm(kernel, axis=1)[:, None]
rho_grid = kernel @ kernel.T / sigma**2
rho = periodic_gaussian(far[:, None] - far[None], 1 / (4 * w**2))
rho /= periodic_gaussian(np.zeros(3), 1 / (4 * w**2))
assert np.max(np.abs(rho_grid - rho)) < 2e-3

f = rho.sum() / N
rho_mean = (f - 1) / (N - 1)
N_eff = N / f
u_cor = sigma * np.sqrt(f / N)
noise = rng.standard_normal((draws, len(grid)))
correlated = C_true + noise @ kernel.T
means_cor = correlated.mean(axis=1)
s2_cor = correlated.var(axis=1, ddof=1)
assert abs(means_cor.std() / u_cor - 1) < 0.04
assert abs(s2_cor.mean() / (sigma**2 * (1 - rho_mean)) - 1) < 0.006
cover_cor = np.mean(np.abs(means_cor - C_true) < np.sqrt(s2_cor / N))
cover_formula = erf(np.sqrt((1 - rho_mean) / (2 * f)))
assert abs(cover_cor - cover_formula) < 0.025


def unit_charge_potential(points, alpha=0.30):
    """Ewald potential (1/angstrom) of a periodic unit charge, zero average."""
    shifts = L * np.array(list(itertools.product((-1, 0, 1), repeat=3)))
    r = np.linalg.norm(points[:, None] + shifts[None], axis=2)
    n = np.array(list(itertools.product(range(-6, 7), repeat=3)))
    g = 2 * np.pi / L * n[np.any(n != 0, axis=1)]
    g2 = (g**2).sum(axis=1)
    weight = 4 * np.pi / volume * np.exp(-g2 / (4 * alpha**2)) / g2
    return ((erfc(alpha * r) / r).sum(axis=1)
            + np.cos(points @ g.T) @ weight - np.pi / (volume * alpha**2))


# Mean potential outside R: quadrature over one octant against closed form
half_axis = (np.arange(16) + 0.5) * L / 32
octant = np.array(list(itertools.product(half_axis, repeat=3)))
phi = unit_charge_potential(octant)
assert np.max(np.abs(phi - unit_charge_potential(octant, 0.35))) < 1e-5
phi_quadrature = phi[np.linalg.norm(octant, axis=1) > R].mean()
near = np.array([[1e-3, 0.0, 0.0]])
c_image = unit_charge_potential(near)[0] - 1e3
sphere_integral = (2 * np.pi * R**2 + 8 * np.pi**2 * R**5 / (15 * volume)
                   + 4 * np.pi * c_image * R**3 / 3)
phi_formula = -sphere_integral / (volume - 4 * np.pi * R**3 / 3)
assert abs(phi_quadrature / phi_formula - 1) < 0.02

# Systematic leftover and total error
strength = q * coulomb * (1 / eps_true - 1 / eps_used)
leftover = strength * unit_charge_potential(far)
b_sites = leftover.mean()
b_formula = strength * phi_formula
assert abs(b_sites / b_formula - 1) < 0.10
errors = (correlated + leftover).mean(axis=1) - C_true
rms_total = np.sqrt(np.mean(errors**2))
total_formula = np.sqrt(u_cor**2 + b_sites**2)
assert abs(rms_total / total_formula - 1) < 0.04

sample = independent[0]
s_sample = sample.std(ddof=1)
N_need_ind = (q * sigma / target)**2
N_need_cor = f * N_need_ind

print(f"Cell edge: {L:.1f} angstrom")
print(f"Sites in cell: {len(sites)}")
print(f"Largest jitter per axis: {jitter:.1f} angstrom")
print(f"Far-site radius R: {R:.1f} angstrom")
print(f"Far sites N: {N}")
print(f"Defect charge number q: {q:+d}")
print(f"Paired-difference spread sigma: {sigma:.2f} V")
print(f"Raw host spread: {host_spread:.2f} V")
print(f"True offset C in simulation: {C_true:.2f} V")
print(f"Simulated cells per test: {draws}")
print(f"One sample, mean difference: {sample.mean():.4f} V")
print(f"One sample, s: {s_sample:.4f} V")
print(f"One sample, s/sqrt(N): {s_sample / np.sqrt(N):.4f} V")
print(f"Independent sites, sigma/sqrt(N): {u_ind:.4f} V")
print(f"Independent sites, simulated: {means_ind.std():.4f} V")
print(f"Independent sites, energy uncertainty: {q * u_ind:.4f} eV")
print(f"Independent sites, simulated coverage: {100 * cover_ind:.1f} %")
print(f"Unpaired hosts, formula: {u_unpaired:.4f} V")
print(f"Unpaired hosts, simulated: {unpaired.std():.4f} V")
print(f"Unpaired hosts, energy uncertainty: {q * u_unpaired:.4f} eV")
print(f"Smoothing width w: {w:.1f} angstrom")
print(f"Correlation at 2.5 angstrom: {np.exp(-2.5**2 / (4 * w**2)):.3f}")
print(f"Mean pair correlation: {rho_mean:.5f}")
print(f"Variance factor f: {f:.3f}")
print(f"Effective number of sites: {N_eff:.1f}")
print(f"Correlated sites, formula: {u_cor:.4f} V")
print(f"Correlated sites, simulated: {means_cor.std():.4f} V")
print(f"Correlated sites, energy uncertainty: {q * u_cor:.4f} eV")
print(f"Correlated, coverage of s/sqrt(N), formula: {100 * cover_formula:.1f} %")
print(f"Correlated, coverage of s/sqrt(N), simulated: {100 * cover_cor:.1f} %")
print(f"Dielectric constant, true: {eps_true:.1f}")
print(f"Dielectric constant, used: {eps_used:.1f}")
print(f"Coulomb constant k: {coulomb:.4f} V angstrom")
print(f"Image constant c: {c_image:.5f} 1/angstrom")
print(f"Mean far potential, formula: {phi_formula:.5f} 1/angstrom")
print(f"Mean far potential, quadrature: {phi_quadrature:.5f} 1/angstrom")
print(f"Leftover b, continuum formula: {b_formula:.4f} V")
print(f"Leftover b, mean at far sites: {b_sites:.4f} V")
print(f"Leftover, energy magnitude: {abs(q * b_sites):.4f} eV")
print(f"Total rms error, formula: {total_formula:.4f} V")
print(f"Total rms error, simulated: {rms_total:.4f} V")
print(f"Total rms energy error, formula: {q * total_formula:.4f} eV")
print(f"Target energy uncertainty: {target:.2f} eV")
print(f"Sites for target, independent: {N_need_ind:.0f}")
print(f"Sites for target, same f: {N_need_cor:.0f}")
print("verified")
```

It prints:

```
Cell edge: 15.0 angstrom
Sites in cell: 216
Largest jitter per axis: 0.3 angstrom
Far-site radius R: 6.0 angstrom
Far sites N: 160
Defect charge number q: +2
Paired-difference spread sigma: 0.10 V
Raw host spread: 0.50 V
True offset C in simulation: 0.25 V
Simulated cells per test: 6000
One sample, mean difference: 0.2494 V
One sample, s: 0.1026 V
One sample, s/sqrt(N): 0.0081 V
Independent sites, sigma/sqrt(N): 0.0079 V
Independent sites, simulated: 0.0079 V
Independent sites, energy uncertainty: 0.0158 eV
Independent sites, simulated coverage: 67.4 %
Unpaired hosts, formula: 0.0565 V
Unpaired hosts, simulated: 0.0567 V
Unpaired hosts, energy uncertainty: 0.1129 eV
Smoothing width w: 1.0 angstrom
Correlation at 2.5 angstrom: 0.210
Mean pair correlation: 0.01068
Variance factor f: 2.698
Effective number of sites: 59.3
Correlated sites, formula: 0.0130 V
Correlated sites, simulated: 0.0128 V
Correlated sites, energy uncertainty: 0.0260 eV
Correlated, coverage of s/sqrt(N), formula: 45.5 %
Correlated, coverage of s/sqrt(N), simulated: 45.4 %
Dielectric constant, true: 10.0
Dielectric constant, used: 11.0
Coulomb constant k: 14.3996 V angstrom
Image constant c: -0.18915 1/angstrom
Mean far potential, formula: -0.02720 1/angstrom
Mean far potential, quadrature: -0.02715 1/angstrom
Leftover b, continuum formula: -0.0071 V
Leftover b, mean at far sites: -0.0071 V
Leftover, energy magnitude: 0.0142 eV
Total rms error, formula: 0.0148 V
Total rms error, simulated: 0.0148 V
Total rms energy error, formula: 0.0296 eV
Target energy uncertainty: 0.02 eV
Sites for target, independent: 100
Sites for target, same f: 270
verified
```
